\section*{Singular-value bounds on recovering spectra from imaginary-time data}

\section{Why imaginary-time data fix only a few numbers of the spectrum}

\subsection{Two combs that cannot be told apart}

Hartree atomic units are used. At zero temperature a spectral weight at frequency $\omega>0$ contributes $e^{-\tau\omega}$ to the imaginary-time correlation. Place $n+1$ poles at $\omega_0+jd$, $j=0,\dots,n$, with $nd=\omega_0$, so that they span one octave. Give spectrum $A_e$ the weights $2^{1-n}\binom{n}{j}$ on even $j$ and spectrum $A_o$ the same weights on odd $j$. The even and the odd binomial coefficients each sum to $2^{n-1}$, so both spectra are nonnegative and normalized. They share no pole, so $\int|A_e-A_o|\,d\omega=2$ for every $n$. The binomial theorem, then $1-e^{-x}\le x$, then maximization over $\tau$ (the maximum lies at $\tau\omega_0=n$) give
\begin{equation}
G_e-G_o=2^{1-n}e^{-\tau\omega_0}\bigl(1-e^{-\tau d}\bigr)^n\le 2^{1-n}e^{-\tau\omega_0}\Bigl(\frac{\tau\omega_0}{n}\Bigr)^n\le \frac{2}{(2e)^{n}} .
\end{equation}
This difference, with $n$ sign changes inside an octave, is damped exponentially in $n$, so noise $\sigma$ hides it once $n$ exceeds a multiple of $\ln(1/\sigma)$. The bound does not contain $\omega_0$: every octave obeys the same bound on the largest difference over $\tau$. At inverse temperature $\beta$ and bandwidth $W$ there are about $\log_2\beta W$ octaves between $1/\beta$ and $W$, which suggests that the number of recoverable components is bounded by a product of the two logarithms; that bound is proved below.

\subsection{The kernel and its singular values}

Take the positive convention $G(\tau)=\langle c(\tau)c^\dagger\rangle$ for a fermion, with $-\mu N$ included in $H$. Inserting eigenstates,
\begin{align}
G(\tau)&=\frac1Z\sum_{mn}|\langle m|c|n\rangle|^2e^{-\beta E_m}e^{-\tau(E_n-E_m)}=\int\frac{e^{-\tau\omega}}{1+e^{-\beta\omega}}A(\omega)\,d\omega,\\
A(\omega)&=\frac1Z\sum_{mn}|\langle m|c|n\rangle|^2\bigl(e^{-\beta E_m}+e^{-\beta E_n}\bigr)\,\delta(\omega-E_n+E_m),
\end{align}
because $e^{-\beta E_m}+e^{-\beta E_n}=e^{-\beta E_m}(1+e^{-\beta\omega})$ on each pole. Thus $A\ge0$ and $\int A\,d\omega=\langle\{c,c^\dagger\}\rangle=1$. Assume $A$ vanishes for $|\omega|>W$ and is square integrable. With $t=\tau/\beta$, $x=t-\tfrac12$, $u=\beta\omega$, $a(u)=A/\beta$ and $\Lambda=\beta W$,
\begin{equation}
G(t)=\int_{-\Lambda}^{\Lambda}K(t,u)\,a(u)\,du,\qquad K=\frac{e^{-tu}}{1+e^{-u}}=\frac{e^{-xu}}{2\cosh(u/2)} .
\end{equation}
The second form shows $K(t,-u)=K(1-t,u)$, and the first then gives $0<K\le1$. The Gram kernel follows from $\int_{-1/2}^{1/2}e^{-x(u+v)}dx=2\sinh\frac{u+v}{2}/(u+v)$ and the addition formula for $\sinh$:
\begin{equation}
Q(u,v)=\int_0^1K(t,u)K(t,v)\,dt=\frac{\tanh(u/2)+\tanh(v/2)}{2(u+v)} .
\label{gram}
\end{equation}
Its trace is finite, so $K$ is a Hilbert--Schmidt operator with a singular-value decomposition $K=\sum_l s_l\,\phi_l(t)v_l(u)$, $s_0\ge s_1\ge\dots$, and
\begin{equation}
\sum_ls_l^2=\int_{-\Lambda}^{\Lambda}Q(u,u)\,du=\int_0^\Lambda\frac{\tanh(u/2)}{u}\,du=\ln\Lambda+O(1).
\label{trace}
\end{equation}
Hence $s_l\to0$. With $g_l=\int\phi_lG\,dt$ and $a_l=\int v_la\,du$ the inversion reads $a_l=g_l/s_l$, and it amplifies an error in $g_l$ without bound as $l$ grows. Let $L(s)$ be the number of $s_l$ above $s$.

Upper bounds on $s_l$ come from one lemma. Let $K_R$ have rank at most $R$. Among the $R+1$ vectors $v_0,\dots,v_R$ the $R$ linear conditions $K_Rf=0$ leave a unit combination $f=\sum c_lv_l$. Then $s_R^2\le\sum s_l^2c_l^2=\|Kf\|^2=\|(K-K_R)f\|^2$, and the Cauchy--Schwarz inequality gives
\begin{equation}
s_R\le\|K-K_R\|_{\rm HS},\qquad\|X\|_{\rm HS}^2=\iint X^2\,dt\,du .
\label{lemma}
\end{equation}

Keeping $l$ Taylor terms of $e^{-xu}$ gives a rank-$l$ kernel. The remainder is at most $|xu|^le^{|xu|}/l!$ with $|xu|\le|u|/2\le\Lambda/2$, the ratio $e^{|u|/2}/(2\cosh(u/2))$ is at most one, and the domain has area $2\Lambda$, so
\begin{equation}
s_l\le\sqrt{2\Lambda}\,(\Lambda/2)^l/l!\,.
\label{taylor}
\end{equation}
The decay is therefore faster than exponential for $l\gg\Lambda$, and exponential decay is a statement about large $\Lambda$. At $\Lambda=4$ the computed ratio falls from $s_4/s_3=0.126$ to $s_{10}/s_9=0.050$. The bound is loose: $s_{10}=2.8\times10^{-10}$ against $8.0\times10^{-4}$.

\subsection{A bound valid for every $\Lambda>1$}

Multiplying the series of $e^{b\rho/2}$ and $e^{b/2\rho}$ and collecting powers of $\rho$ defines the modified Bessel functions,
\begin{equation}
e^{b(\rho+1/\rho)/2}=\sum_{n=-\infty}^{\infty}\rho^nI_n(b),\qquad I_n(b)=\sum_{k\ge0}\frac{(b/2)^{2k+|n|}}{k!\,(k+|n|)!}.
\end{equation}
Setting $\rho=e^{i\theta}$, $z=\cos\theta$, $T_n(z)=\cos n\theta$ and using $I_n(-b)=(-1)^nI_n(b)$ gives $e^{-bz}=\sum_{n\ge0}(2-\delta_{n0})(-1)^nI_n(b)T_n(z)$. Setting $\rho=5$, where $(\rho+1/\rho)/2=2.6$ and all terms are positive for $b\ge0$, one term is below the sum, so $|I_n(b)|\le5^{-n}e^{2.6|b|}$.

Let $m=\lceil\log_2\Lambda\rceil$ and cover $1\le u\le\Lambda$ by the $m$ octaves $[2h,4h]$, $h=\tfrac12,1,2,\dots$, writing $u=3h+hz$. Then $e^{-tu}=e^{-3th}e^{-thz}$. Keep $p$ Chebyshev terms and carry the factor $1/(1+e^{-u})\le1$ along unchanged. Since $|T_n|\le1$ and $2\sum_{n\ge p}5^{-n}=\tfrac52\,5^{-p}$, the error is at most $\tfrac52 5^{-p}e^{-0.4th}$. Its square, integrated over the width $2h$ and over $t$, is at most $(\tfrac525^{-p})^2\,2h/(0.8h)=(\tfrac525^{-p})^2\,\tfrac52$. The scale $h$ cancels, which requires $(\rho+1/\rho)/2<3$ and is the reason for the choice $\rho=5$. The $m$ octaves at negative $u$ give the same by symmetry. On the central panel $|u|\le1$ expand $e^{-xu}$ with $|b|=|x|\le\tfrac12$ and prefactor at most $\tfrac12$. The squared error is at most $(\tfrac525^{-p})^2\cdot2\cdot(e^{1.3}/2)^2$. Each panel adds $p$ separable terms, so \eqref{lemma} gives
\begin{align}
s_{(2m+1)p}&\le C_m5^{-p},\qquad C_m=\tfrac52\sqrt{5m+e^{2.6}/2},\\
L(s)&\le(2m+1)\bigl\lceil\ln(C_m/s)/\ln5\bigr\rceil ,
\label{bound}
\end{align}
the second line by choosing the smallest $p$ with $C_m5^{-p}\le s$. Built explicitly at $\Lambda=128$ ($m=7$, $C_7=16.15$), the rank-30 approximant has error $5.1\times10^{-2}$, below the bound $0.65$ and far above $s_{30}=1.1\times10^{-9}$. The construction fixes the form of the law and overstates the count.

The scale $s_0$ stays of order one. Applying $K^{T}$ to the unit function $1$ gives $\int_0^1K\,dt=\tanh(u/2)/u$, which decreases in $|u|$ because $\tanh$ is concave on the positive axis and vanishes at zero. Integrating its square over $|u|\le1$ gives $s_0\ge\sqrt2\tanh\tfrac12=0.65$. The upper bound $s_0\le\sqrt{2\pi}=2.51$ follows from the symbol \eqref{symbol}.

\subsection{The sharp rate as $\Lambda\to\infty$}

For $u,v\gg1$, \eqref{gram} tends to $1/(u+v)$. The map $u=e^y$, $F(y)=e^{y/2}f(e^y)$ preserves norms and turns this kernel into $e^{(y+y')/2}/(e^y+e^{y'})=\gamma(y-y')$ with $\gamma(y)=1/(2\cosh(y/2))$. For its transform $\hat\gamma(k)=\int e^{iky}\gamma\,dy$, shift $y\to y+2\pi i$, which multiplies the integrand by $-e^{-2\pi k}$. The enclosed pole at $y=i\pi$ has residue $e^{-\pi k}/\sinh(i\pi/2)=e^{-\pi k}/i$. So $\hat\gamma\,(1+e^{-2\pi k})=2\pi e^{-\pi k}$, that is
\begin{equation}
\hat\gamma(k)=\frac{\pi}{\cosh\pi k},\qquad0<\hat\gamma\le\pi .
\label{symbol}
\end{equation}
For the bound on $s_0$, split $f=f_++f_-$ by the sign of $u$. Using $K\le e^{-tu}$ and extending $t$ to infinity, $\|Kf_+\|^2\le\iint|f_+(u)||f_+(v)|/(u+v)\,du\,dv\le\pi\|f_+\|^2$, likewise for $f_-$, and $\|f_+\|+\|f_-\|\le\sqrt2\|f\|$.

Let $\ell=\ln\Lambda$, let $Q_0=1/(|u|+|v|)$ for $u,v$ of equal sign with $|u|,|v|>1$ and zero otherwise, and let $D=Q-Q_0$. The norm $\|D\|_{\rm HS}$ is bounded independently of $\Lambda$, region by region. For $u,v>1$, $1-\tanh(u/2)\le2e^{-u}$ gives $|D|\le(e^{-u}+e^{-v})/(u+v)$. For $|u|\le1$, $K(t,u)\le1$ gives $D\le\tanh(v/2)/v$. For $u>1$, $v=-r<-1$, splitting $\int_0^1e^{-tu-(1-t)r}dt$ at $t=\tfrac12$ gives $D\le e^{-r/2}/u+e^{-u/2}/r$. Each bound is square integrable on the infinite region, and the other regions follow by symmetry. In $\operatorname{tr}Q^n-\operatorname{tr}Q_0^n=\sum_{j=0}^{n-1}\operatorname{tr}(Q^jDQ_0^{\,n-1-j})$, $n\ge2$, use $|\operatorname{tr}XY|\le\|X\|_{\rm HS}\|Y\|_{\rm HS}$ with $X=D$. One factor of $Y$ contributes $\|Q\|_{\rm HS}^2\le2\pi\operatorname{tr}Q$ or $\|Q_0\|_{\rm HS}^2\le\pi\operatorname{tr}Q_0$, both $O(\ell)$, and the others contribute operator norms of at most $2\pi$. The difference is $O(\sqrt\ell)$. For $n=1$, $\operatorname{tr}Q_0=2\int_1^\Lambda du/2u=\ell$ agrees with \eqref{trace}.

$Q_0$ is two copies of the convolution with $\gamma$ restricted to $0<y<\ell$, and the trace of the $n$th power of a copy is the loop integral of $\gamma(y_1-y_2)\cdots\gamma(y_n-y_1)$. Freeing $y_2,\dots,y_n$ to the whole line gives $\ell\int\hat\gamma^n\,dk/2\pi$ by the convolution theorem. The added loops start at a distance $d$ from the nearer end and leave the interval, so one of their $n$ steps exceeds $d/n$. That factor is below $e^{-d/2n}$, the other $n-1$ factors each integrate to $\hat\gamma(0)=\pi$, and the integral over $d$ converges, so the excess is $O(1)$. Therefore
\begin{equation}
\sum_ls_l^{2n}=\frac{2\ell}{\pi}\int_0^\infty\hat\gamma(k)^n\,dk+O(\sqrt\ell).
\label{moments}
\end{equation}
By linearity $\sum_lP(s_l^2)/\ell\to(2/\pi)\int_0^\infty P(\hat\gamma)\,dk$ for any polynomial $P(\lambda)=\lambda q(\lambda)$. On $0\le\lambda\le2\pi$ the function $\theta(\lambda-s^2)/\lambda$ can be enclosed between polynomials $q_-$ and $q_+$ that differ by less than $\epsilon$ outside a small neighborhood of the jump (Weierstrass approximation of continuous enclosing functions). Since $\int\hat\gamma\,dk$ is finite and $\hat\gamma$ crosses $s^2$ at a single $k_s$, the two limits merge as $\epsilon$ and the neighborhood shrink. With $\hat\gamma(k_s)=s^2$, for fixed $s<\sqrt\pi$,
\begin{equation}
\frac{L(s)}{\ln\Lambda}\to\frac{2k_s}{\pi}=\frac{2}{\pi^2}\operatorname{arccosh}\frac{\pi}{s^2}\approx\frac{4}{\pi^2}\ln\frac{\sqrt{2\pi}}{s},
\label{law}
\end{equation}
the last form for $s\ll1$, where $\operatorname{arccosh}X\approx\ln2X$. Inverted, $s_l^2\to\pi/\cosh\bigl(\pi^2l/(2\ln\Lambda)\bigr)$ as $\Lambda\to\infty$ at fixed $l/\ln\Lambda$, so $\ln(1/s_l)\approx\pi^2l/(4\ln\Lambda)-\ln\sqrt{2\pi}$ when that ratio is large. This is not a formula for all $s_l$ at a given $\Lambda$: at $\Lambda=100$ it gives $3.2-0.9=2.3$ for $l=6$, close to $2.2$ from the computed $s_6=0.106$, but $11.25-0.92=10.3$ for $l=21$, against $13.7$ from $s_{21}=1.11\times10^{-6}$.

Singular values from a Gauss--Legendre discretization test this. Between $\Lambda=10^4$ and $10^6$ the slopes of $\sum s^4$ and $\sum s^6$ in $\ln\Lambda$ are $2.000$ and $4.932$, against $2.000$ and $4.935$ from \eqref{moments}. Between $10^3$ and $10^6$ the interpolated count rises per decade of $\Lambda$ by $5.16$, $9.45$, $13.75$ and $18.05$ at $s=10^{-2},10^{-4},10^{-6},10^{-8}$, equal to \eqref{law} times $\ln10$ at the printed digits; the assertion allows one level over the three decades. That the remainder at fixed $s$ settles to a constant is observed here, and the argument above proves only that it is $o(\ln\Lambda)$. The remainder is small only at the largest $s$ tested. At $\Lambda=100$ two decades of the law would give $10.3$, $18.9$, $27.5$ and $36.1$, while the counts are $10$, $16$, $22$ and $26$. Equation \eqref{law} gives the growth with $\Lambda$, and the count itself should be taken from a computed decomposition.

\subsection{What the noise leaves}

Let $G$ be measured at $M$ uniform slices $t_i$, fine enough that $M^{-1}\sum_i\phi_l(t_i)\phi_{l'}(t_i)\approx\delta_{ll'}$, with independent errors $\sigma$. The estimate $g_l=M^{-1}\sum_i\phi_l(t_i)G_i$ then has covariance $\sigma^2M^{-2}\sum_i\phi_l\phi_{l'}\approx\eta^2\delta_{ll'}$ with $\eta=\sigma/\sqrt M$, and $a_l$ has error $\eta/s_l$. The estimate carries the bias $\sum_{l'}\bigl(M^{-1}\sum_i\phi_l(t_i)\phi_{l'}(t_i)-\delta_{ll'}\bigr)g_{l'}$. Where this is not small against $\eta$, the projection is replaced by a least-squares fit to the $\phi_l(t_i)$, as in the worked case below. Keeping the components $l<L$, orthonormality of the $v_l$ gives the mean squared error
\begin{equation}
E_L^2=\sum_{l\ge L}a_l^2+\eta^2\sum_{l<L}s_l^{-2},\qquad E_{L+1}^2-E_L^2=\frac{\eta^2}{s_L^2}-a_L^2 .
\label{trunc}
\end{equation}
Since $|a_l|\le\|a\|$, no component with $s_l\le\eta/\|a\|$ lowers the error, so at most $L(\eta/\|a\|)$ are recoverable, with $\|a\|^2=\beta^{-1}\int A^2d\omega$. With $\eta\propto N^{-1/2}$ in the number of samples, lowering the threshold from $s_l$ to $s_{l+1}$ costs a factor $(s_l/s_{l+1})^2$. For errors correlated between slices with covariance matrix $C$, the variance of $g_l$ is $M^{-2}\sum_{ij}\phi_l(t_i)C_{ij}\phi_l(t_j)$, which replaces $\eta^2$ component by component.

\subsection{A worked case}

Take round model parameters $\beta=100$ Ha$^{-1}$ (about 3160 K) and $W=1$ Ha (27.2 eV), so $\Lambda=100$, with $\sigma=10^{-3}$ and $M=2500$. The spectrum is two Gaussians of width $0.08$ Ha with weights $0.6$ at $-0.3$ Ha and $0.4$ at $0.4$ Ha. Then $\eta=10^{-3}/\sqrt{2500}=2\times10^{-5}$, $\|a\|=1.354/\sqrt{100}=0.1354$, and the threshold is $2\times10^{-5}/0.1354=1.48\times10^{-4}$. It lies between $s_{15}=1.99\times10^{-4}$ and $s_{16}=8.83\times10^{-5}$, so $L=16$. Bound \eqref{bound} with $m=7$ gives $p=8$ and $15\times8=120$.

The best truncation is shorter. For $l=13$ the noise $2\times10^{-5}/9.46\times10^{-4}=0.021$ is below $|a_{13}|=0.028$, while for $l=14$ it is $0.046$ against $0.019$. A least-squares fit to 1000 simulated noisy data sets has its smallest error at $L=14$, where $E_L/\|a\|=0.31$; the simulated value is $0.76$ at $L=6$, $0.88$ at $L=16$ and about $140$ at $L=22$, and \eqref{trunc} agrees within the asserted 10\% of its value at every $L$ up to 22. Moving the threshold from $s_{15}$ to $s_{16}$ costs $(1.99\times10^{-4}/8.83\times10^{-5})^2=5.1$ times the samples (from its present value, $(1.48/0.883)^2=2.8$ times), and a hundred times the samples raises $L$ from 16 to 19. Tenfold $\beta$ at the same $A$ and $\eta$, on a grid assumed to resolve the new $\phi_l$, lowers $\|a\|$ by $\sqrt{10}$, raises the threshold to $4.67\times10^{-4}$, and gives $L=22$. This count is an upper bound on the recoverable components of a different basis, and its rise does not imply a smaller error for this spectrum.

Positivity and the sum rule do not close the gap for a spectrum bounded away from zero. Take the flat $a_0=1/2\Lambda=0.005$ and $a_\pm=a_0\pm\delta\,v_{21}$ with $\delta=0.9\,a_0/\max|v_{21}|=1.94\times10^{-2}$. Both are positive, and both are normalized because $\int v_{21}\,du=0$, which the program asserts to $10^{-6}$. Since $Kv_l=s_l\phi_l$, the data differ in root mean square by $2\delta s_{21}=2\times1.94\times10^{-2}\times1.11\times10^{-6}=4.3\times10^{-8}$, confirmed by integration on an independent grid. The $\chi^2$ between the two data sets is $M\,{\rm rms}^2/\sigma^2=(4.3\times10^{-8}/2\times10^{-5})^2$, far below one, while $\int|A_+-A_-|\,d\omega=0.49$ out of a possible 2. Where $A$ vanishes on an interval, this particular perturbation is forbidden, and positivity restricts the weight that can be placed inside that interval.

\subsection{Practice}

Before continuing any data, compute $s_l$ and $\phi_l$ at the actual $\Lambda$, project the data and their covariance on the $\phi_l$ (by a least-squares fit where the overlap bias is not small against $\eta$), and find the index $L$ from which on the $g_l$ are statistically consistent with noise. The components $l<L$ carry the measured signal, each with error $\eta/s_l$, including those that are small or vanish by symmetry. A plain count of the $g_l$ above their errors misses these and picks up chance fluctuations at large $l$. For $l\ge L$ the data only confine $|a_l|$ to a few times $\eta/s_l$; if $\eta/s_L$ is still small against $\|a\|$, this fixes the first components beyond $L$ as small, until $\eta/s_l$ becomes comparable with $\|a\|$. Smoothness alone does not ensure such a range: for the Gaussians of the worked case $\eta/s_{14}=0.046$ is already a third of $\|a\|=0.135$. Beyond that point the components of a maximum-entropy, stochastic or Pad\'e spectrum are set, within what positivity and the sum rule allow, by the prior or the assumed form, and varying that assumption shows how much of a feature rests on it. If $A$ is known to have a form with few parameters, such as a few poles, the linear count does not apply directly to the nonlinear fit, but the parameters can still be undetermined: the combs of the first subsection at $n=8$ have five and four poles and differ in the zero-temperature $G$ by at most $2/(2e)^8=2.6\times10^{-6}$, below the $\eta$ of the worked case. The error of each fitted parameter has to be propagated from the noise.

A quantity $\int w\,a\,du=\sum_lw_la_l$, with $w_l=\int wv_l\,du$, has noise variance $\eta^2\sum_lw_l^2/s_l^2$. It is well determined when this sum converges and the resulting error is small against the quantity, which asks more than $w_l/s_l\to0$, and such weighted integrals can be quoted with error bars where peak shapes cannot. The sum converges exactly when $w(u)=\int_0^1K(t,u)h(t)\,dt$ with $h$ square integrable, since then $w_l/s_l=\int\phi_lh\,dt$. Such a $w$ is $1/(2\cosh(u/2))$ times $\int e^{-xu}h\,dx$, which grows no faster than $e^{|u|/2}$ for complex $u$, and this excludes, for example, every Gaussian window. Convergence is not necessary for a useful estimate: the occupation has $w=K(1,u)$ and $w_l/s_l=\phi_l(1)$, a point value of $G$ for which the sum diverges; in such a case the sum is cut at $L$ and the bias $\sum_{l\ge L}w_la_l$ has to be estimated separately.

By \eqref{bound}, longer runs raise the count no faster than $\ln N$. Enlarging the cutoff $W$ raises the count at fixed $s$ only as $\ln W$, so a safe overestimate of the bandwidth adds few components to compute; it gives up the information that $A$ vanishes beyond the true edge, and the best truncation error can rise. Lower temperature adds octaves at small $|\omega|$. The loop integral is uniform in $\ln|u|$, which suggests $k_s/\pi$ components per unit of $\ln|\omega|$ on each side and a resolution proportional to $|\omega|$; this local reading is a leading-order estimate that was not tested, and if it holds, cooling adds little resolution for a peak already at $|\omega|\gg1/\beta$, and at fixed $\eta$ it can lose some, because the threshold $\eta/\|a\|$ rises as $\sqrt\beta$. The constants above belong to the fermionic kernel and to $L^2$ norms in $t$ and $u$. The program and its output follow.

\section*{Table of computed values}
\begin{verbatim}
dimer hop=0.3 U=1.0 mu=0.4 Ha, beta=5.0 1/Ha
dimer G(0.8 beta): trace 0.34031575, kernel 0.34031575
all numbers dimensionless unless a unit is given
Lam=128 p=1 rank 15: HS error 3.11e-01, bound 3.23e+00
Lam=128 p=2 rank 30: HS error 5.07e-02, bound 6.46e-01
Lam=128 p=6 rank 90: HS error 2.96e-05, bound 1.03e-03
Lam=128: s_15=3.96e-04, s_30=1.09e-09, C_7=16.150
Lam=4: s4/s3=0.1260, s10/s9=0.0501
Lam=4: s_10=2.84e-10, Taylor bound 7.98e-04
s_0 bounds: 0.6535 and 2.5066; sqrt(pi)=1.7725
L(s) for s=1e-2,1e-4,1e-6,1e-8:
Lam=1e+02: s_0=1.4539 sum s^2=4.7308 L=[10, 16, 22, 26]
Lam=1e+03: s_0=1.5511 sum s^2=7.0334 L=[15, 26, 35, 44]
Lam=1e+04: s_0=1.6091 sum s^2=9.3360 L=[21, 35, 49, 62]
Lam=1e+05: s_0=1.6469 sum s^2=11.6386 L=[26, 45, 63, 80]
Lam=1e+06: s_0=1.6729 sum s^2=13.9411 L=[31, 54, 77, 98]
d(sum s^4)/dlnLam: SVD 1.9999, symbol 2.0000
d(sum s^6)/dlnLam: SVD 4.9324, symbol 4.9348
s=1e-02: dL per decade of Lam: SVD 5.16, law 5.16
s=1e-04: dL per decade of Lam: SVD 9.45, law 9.45
s=1e-06: dL per decade of Lam: SVD 13.75, law 13.75
s=1e-08: dL per decade of Lam: SVD 18.05, law 18.05
beta=100 1/Ha (T=3158 K), Lam=100
W=1.0 Ha (27.21 eV), dtau=0.040 1/Ha
peaks (weight, Ha) ((0.6, -0.3), (0.4, 0.4)), width 0.08 Ha
sigma=1e-03, M=2500, eta=2.00e-05
s_0..: 1.45e+00 1.24e+00 7.98e-01 5.34e-01 3.19e-01 1.88e-01
s_6..: 1.06e-01 5.85e-02 3.13e-02 1.63e-02 8.29e-03 4.11e-03
s_12..: 2.00e-03 9.46e-04 4.39e-04 1.99e-04 8.83e-05 3.84e-05
s_18..: 1.63e-05 6.79e-06 2.77e-06 1.11e-06 4.33e-07 1.66e-07
|a_0|..: 4.76e-02 1.95e-02 6.66e-02 3.32e-03 5.44e-03 2.65e-02
|a_6|..: 6.57e-02 7.12e-03 3.28e-02 3.06e-02 3.80e-02 7.21e-03
|a_12|..: 2.64e-02 2.77e-02 1.89e-02 2.76e-03 1.30e-02 1.96e-02
|a_18|..: 8.37e-03 1.93e-03 4.51e-03 1.05e-02 2.99e-03 3.54e-03
|a|=0.1354, |A|=1.3541 Ha^-1/2, threshold 1.477e-04
L(threshold)=16, proved bound 120
L=6: E_L/|a| simulated 0.757, formula 0.757
L=14: E_L/|a| simulated 0.306, formula 0.309
L=16: E_L/|a| simulated 0.877, formula 0.860
L=22: E_L/|a| simulated 143.457, formula 145.800
best truncation L=14
sample cost of one more component: 5.08
eta/10 (100x samples): L=19
beta x10: threshold 4.671e-04, L=22
pair l=21: a0=0.0050, delta=1.9431e-02, int|A+ - A-|dw=0.486
rms dG=4.294e-08, 2 delta s_l=4.297e-08, max dG=2.74e-07
\end{verbatim}
